What a voltmeter reads across a p-n junction in the dark

**Q:** A p-n junction has a built-in potential. The n side sits at a higher electrostatic potential than the p side, even with no battery and no light. A voltmeter measures potential difference, so if I touch its leads to the two ends it should show the built-in potential. If it shows nothing, I would blame the meter for loading a weak source.

**A:** Let us first ask what makes the needle move. Take the meter to be a passive resistor with a scale that reports the current through it. Everything is in the dark at one temperature, no changing magnetic flux threads the loop, and we want the steady mean reading, so thermal noise averages out. What drives electrons through a resistor?

**Q:** An electric field. Electrons drift towards higher potential.

**A:** They also diffuse towards lower density, and both motions count. I use atomic units in the algebra, so the electron has charge −1 and, at electrostatic potential φ, potential energy −φ. A prime means d/dx. With mobility μ and diffusion coefficient D, the electron number flux to the right is

flux = −D n′ + μ n φ′.

The two coefficients are related. In an isolated piece of material at temperature T there is no flux, and for dilute (nondegenerate) electrons the density follows the Boltzmann law n ∝ exp(φ/kT), so n′ = nφ′/kT. Zero flux then requires μ = D/kT, the Einstein relation. I take D constant, and the same for holes, and divide every flux by it:

J_n = −n′ + nφ′/kT.

Now define an energy F_n by writing the density as

n = n_i exp[(F_n + φ)/kT],

where n_i is the intrinsic density and the zero of energy is chosen so that the intrinsic level lies at −φ. This is a definition and does not assume equilibrium: any positive n and any φ give some F_n. Differentiating,

n′ = n(F_n′ + φ′)/kT.

Insert this in the flux. The two terms with φ′ cancel:

J_n = −n(F_n′ + φ′)/kT + nφ′/kT = −(n/kT) F_n′.

F_n is the electrochemical potential of the electrons. Its gradient is the combined drive of field and diffusion.

**Q:** That is a rewriting. Does it change what the meter senses?

**A:** Apply it to a wire carrying a steady flux J of electrons. Multiply by kT/n and integrate from the left end to the right end:

∫ (kT J/n) dx = −∫ F′ dx = F_left − F_right.

In steady state J is the same everywhere in the wire, so it comes out of the integral:

J = (F_left − F_right) / ∫ (kT/n) dx.

The denominator is positive. The current is zero when the two ends have equal F, whatever φ does in between, and otherwise its sign is set by the difference of F. In a metal the electrons are not dilute, and another positive coefficient replaces n/kT. But equilibrium at one temperature still means constant F, so for a small departure from it the flux is again proportional to −F′.

**Q:** Can you show me a case in which the two pictures disagree?

**A:** Take a wire 1000 Å long with kT = 0.025 eV and electron density 2.0×10⁻⁷ Å⁻³ at the left end. First let φ be the same everywhere but let F fall by 0.02 eV from left to right. The density at the right end is then lower by the factor exp(−0.02/0.025) = 0.449. With no field the flux is pure diffusion down a linear profile:

J = 2.0×10⁻⁷ × (1 − 0.449)/1000 = 1.10×10⁻¹⁰ Å⁻⁴.

The unit is Å⁻⁴ because the flux has been divided by D. A current flows with no electrostatic difference at all.

Now do the opposite: put a smooth electron-energy step in the middle of the wire, rising to the right as 0.05 eV × [1 + tanh((x − 500 Å)/100 Å)], that is by 0.1 eV in all, keep the density at the left end as before, and keep F equal at the ends. The formula gives zero. A direct finite-difference solution of the drift-diffusion equation, which does not use F inside the wire, leaves −6×10⁻¹⁶ Å⁻⁴. As the true value is zero, that remainder is numerical error. With the same step and an F drop of 0.02 eV the flux is 4.72×10⁻¹² Å⁻⁴, about 8000 times larger in size. This last flux is smaller than the one without a step because the rising step thins out the electrons on its high side and so raises the resistance; a step falling to the right would crowd electrons into the right half and make the flux larger than without a step.

**Q:** So I should compare F at the two ends of the junction. But the built-in potential is still there?

**A:** It is, and we can calculate it. Suppose for the moment that the junction is in equilibrium, with one constant F for electrons and holes; I shall owe you a proof that connecting the meter does not spoil this. The hole density is

p = n_i exp[−(F + φ)/kT],

so that np = n_i². Let the acceptor density N_A and the donor density N_D both be far above n_i, with all dopants ionized. Far from the junction each side is neutral, so n = N_D in the n bulk and p = N_A in the p bulk, apart from the tiny minority densities. Taking logarithms,

φ_n = −F + kT ln(N_D/n_i),

φ_p = −F − kT ln(N_A/n_i).

Subtract. F drops out because it is the same on both sides:

V_bi = φ_n − φ_p = kT ln(N_A N_D/n_i²).

Take a model junction with N_A = 2.0×10⁻⁷, N_D = 5.0×10⁻⁸ and n_i = 1.0×10⁻¹² Å⁻³. Then N_A N_D/n_i² = 10¹⁰ and

V_bi = 0.025 × 23.026 = 0.5756 eV,

which is 0.5756 V. I quote a potential difference as the energy it gives to a unit charge. Solving Poisson's equation across the junction, with a p layer of 3000 Å, an n layer of 4000 Å and relative permittivity 12, gives the same rise.

**Q:** A rise of more than half a volt, and no current inside the junction?

**A:** The field pushes electrons towards the n side, and the density gradient pushes them back. Where the electron drift flux is largest it is 8.745×10⁻¹¹ Å⁻⁴, and the diffusion flux at the same place is −8.744×10⁻¹¹ Å⁻⁴. They differ by about one part in 7000, which comes mainly from taking the density between two grid points, in the drift flux, as the mean of its two values. If n grows exponentially across an interval in which φ/kT rises by a small δ, the difference of n divided by its mean is 2 tanh(δ/2) ≈ δ − δ³/12. The diffusion estimate is therefore smaller than the drift estimate by the fraction δ²/12.

The built-in potential is the electrostatic rise needed to hold diffusion in check. It is not left over to drive something else.

**Q:** I have heard another explanation: the contacts between the semiconductor and the leads have potential steps of their own, and these cancel V_bi. Is that the real reason?

**A:** It is true when the two terminals are of the same material, but it is not the reason. In a neutral bulk, φ = −F + c, where c depends on the material and the temperature. For an n-type layer of doping N, for instance, c = kT ln(N/n_i). Going through terminal 1, the p side, the n side and terminal 2 at common F, the steps are

(c_p − c_1) + (c_n − c_p) + (c_2 − c_n) = c_2 − c_1.

For like terminals this is zero. To see it in numbers, let heavily n-doped layers serve as the terminals, with 2.0×10⁻⁶ Å⁻³ at both ends. On the p side such a layer forms a second junction rather than an ohmic contact, so this stack serves only to add up equilibrium steps. Poisson's equation for the stack gives

−0.66787 + 0.57565 + 0.09222 = 0.00000 eV.

Now reduce the doping of the second terminal to 5.0×10⁻⁷ Å⁻³, a quarter of the first:

−0.66787 + 0.57565 + 0.05756 = −0.03466 eV,

in agreement with kT ln(1/4). An electrostatic difference now remains between the outer terminals. Yet F is equal there, so a resistor joining them carries no current. The reading is zero whether or not the steps between the terminals cancel. If you also count the steps where the resistor meets the two terminals, the sum from one end of a uniform resistor, through the stack, to its other end is zero again. But that is a consequence of the common F: φ = −F + c then has the same value wherever the material is the same. The cancellation follows from equilibrium and does not explain it.

**Q:** Then why does "a voltmeter measures potential difference" work so well in ordinary circuits?

**A:** Because ordinary leads are alike. Let us fix the sign of the reading. Put the plus lead on the p side and define

V = F(n terminal) − F(p terminal).

A positive V means that electrons have the higher electrochemical potential at the n terminal and flow through the meter to the p terminal; this is the sign of forward bias. Since F = −φ + c, two terminals with the same c give

V = φ(p terminal) − φ(n terminal).

Between like terminals the two differences have the same value, and the common phrase does no harm. Between the p bulk and the n bulk of a junction, c differs by V_bi, and there the phrase fails.

**Q:** You still owe me the proof. You assumed a constant F and then found equal F at the ends. Perhaps connecting the meter lets the junction settle into a steady state with a small current.

**A:** Let it try. Give electrons and holes separate electrochemical potentials F_n and F_p, often called quasi-Fermi levels, so that

p = n_i exp[−(F_p + φ)/kT].

Holes drift down the potential, so their flux is J_p = −p′ − pφ′/kT. From the definition, p′ = −p(F_p′ + φ′)/kT, and the φ′ terms cancel again:

J_p = +(p/kT) F_p′.

Let G be the rate at which light creates pairs and U the net rate at which they recombine thermally, both divided by D. In steady state each kind of carrier obeys

J_n′ = G − U,  J_p′ = G − U.

Subtracting these shows that J_e = J_n − J_p is constant. It is the total electron flux to the right, since a hole moving left is a valence electron moving right.

Multiply the first equation by F_n and the second by F_p, and subtract:

F_n J_n′ − F_p J_p′ = (G − U)(F_n − F_p).

By the product rule, the left side equals

(F_n J_n − F_p J_p)′ − J_n F_n′ + J_p F_p′.

Integrate from the p contact at x = 0 to the n contact at x = L. I take the contacts to be ohmic, meaning that there the two levels coincide and the densities have their equilibrium values. Call the common level F_0 at the p contact; at the n contact it is F_0 + V. The boundary term is

(F_0 + V)J_e − F_0 J_e = V J_e.

Inserting the two flux laws in the other terms gives

P = ∫ (−J_n F_n′ + J_p F_p′) dx = ∫ [n(F_n′)² + p(F_p′)²]/kT dx.

P is the power dissipated by transport, per area and divided by D, and it cannot be negative. Finally, the electrons that leave at the n contact return through the meter. If g is the meter's conductance per junction area, also divided by D, then J_e = gV, and V J_e = gV². Altogether,

P + gV² + ∫ U(F_n − F_p) dx = ∫ G(F_n − F_p) dx.

**Q:** What is the sign of the recombination term?

**A:** For recombination through midgap centres, with diffusion length ℓ,

U = (np − n_i²)/[ℓ²(n + p + 2n_i)],

and the definitions of F_n and F_p give

np − n_i² = n_i² {exp[(F_n − F_p)/kT] − 1}.

This has the sign of F_n − F_p, so U(F_n − F_p) is never negative.

In the dark G = 0, and three terms that cannot be negative add up to zero. Each must vanish. From gV² = 0 the reading is zero; from P = 0 both levels are flat; from the last term they coincide. That is the equilibrium I assumed earlier, and the meter does not disturb it.

**Q:** What if the meter is ideal and draws no current? Then g = 0 and your middle term says nothing about V.

**A:** P = 0 still does. It makes F_n′ = 0 throughout, and V is the integral of F_n′ from one contact to the other. The reading is zero in that limit as well, so loading has nothing to do with it.

There is also a thermodynamic way to see this. A steady nonzero reading would heat the resistor for ever with heat drawn from surroundings at a single temperature, which the second law forbids.

**Q:** Does a calculation that starts away from equilibrium agree?

**A:** Yes. Poisson's equation and both carrier equations were solved for the model junction with ℓ = 5000 Å, starting from deliberately split levels. With the terminals at equal F, the levels settled to within 10⁻¹³ eV of flat. The reading was then found by requiring that the junction supply the flux that the meter carries. For g = 10⁻¹⁶ and 10⁻¹⁵ Å⁻⁴ eV⁻¹ it came out below 10⁻¹¹ eV in size, which is zero to the accuracy of the solution.

**Q:** Let me press my original claim. Suppose the meter did show the built-in potential. What would go wrong?

**A:** The n side is electrostatically positive and your plus lead is on the p side, so your claim is V = −V_bi. The meter with g = 10⁻¹⁵ Å⁻⁴ eV⁻¹ would then carry

gV = −10⁻¹⁵ × 0.5756 = −5.76×10⁻¹⁶ Å⁻⁴.

The dark junction held at that bias delivers +1.4×10⁻¹⁷ Å⁻⁴. It is much too small, and it has the wrong sign. The sign follows from the balance above. For any imposed V in the dark, before we set J_e = gV,

V J_e = −P − ∫ U(F_n − F_p) dx < 0 for V ≠ 0,

whereas a meter needs V J_e = gV² > 0. A dark junction absorbs power at either sign of bias. The computed flux was tested at V = −V_bi, −0.1, 0.1 and 0.4 eV and opposed V each time.

**Q:** But a solar cell is a p-n junction, and it does give a reading.

**A:** Then the right side of the balance is no longer zero. With uniform light, G = 10⁻¹⁸ Å⁻⁵, the same junction gives 0.3051 eV on the first meter and 0.3027 eV on the second, that is, about 0.305 V and 0.303 V. The second meter conducts ten times better and lowers the reading by 0.0024 eV. This is what loading looks like: it lowers a reading that has a source behind it.

For the second meter, the terms of the balance in units of 10⁻¹⁶ eV Å⁻⁴ are

transport 12.64 + recombination 7.20 + meter 0.92 = 20.76,

and the light supplies 20.76. These values and the two readings come from a uniform 10 Å grid, on which each layer is about 5 Å short and the steep rise of F_n − F_p at the contacts is not resolved. With full-length layers and a mesh refined at the contacts, the readings become 0.3052 and 0.3028 eV and the balance 12.67 + 7.22 + 0.92 = 20.81, so the last digit or two are not converged. The meter term can be checked by hand: 10⁻¹⁵ × 0.3027² = 0.92×10⁻¹⁶. The meter thus receives about 4% of the power that the light puts into separating the two levels. This supplied power counts F_n − F_p for each pair created, not the full energy of the photon.

**Q:** Is the junction now showing part of its built-in potential?

**A:** Look at what happens to φ. At the ohmic contacts the densities are still N_A and N_D, but F at the n contact is higher by V. The two bulk formulas become

φ_n = −(F_0 + V) + kT ln(N_D/n_i),

φ_p = −F_0 − kT ln(N_A/n_i),

and their difference is

φ_n − φ_p = V_bi − V.

For the second meter this is 0.5756 − 0.3027 = 0.2729 eV, and the Poisson solution under light gives the same number. The reading is the amount by which the electrostatic rise has shrunk from its dark value. The rise that remains, 0.273 eV, is not what the meter shows. In the dark nothing has shrunk, and the reading is zero.

**Q:** When would you expect a dark junction to move the needle after all?

**A:** When one of the assumptions fails. If the two ends are at different temperatures, the flux law gains a term proportional to T′, and F′ need not vanish when the current does. If a changing magnetic flux threads the loop, the drop of F across the junction and the drop across the meter no longer have to match. Stray light makes G nonzero. A meter with active electronics may push a small current of its own through the junction. And an instrument that responds to the electric field outside a surface, rather than to a current, asks a different question; my argument does not apply to it.

**Q:** So the field in the junction is real and the potential rise is real, but neither is a difference in what electrons gain by going round through the meter.

**A:** Yes. An electron leaving the n side for the p side through the meter gains electrostatic energy V_bi, while the chemical part of its free energy, kT ln(n/n_i), falls by the same amount because it enters a region where electrons are scarce. The two contributions cancel in F, and F is what the resistor responds to. The numerical output below lists the computed values, most of them to more digits.

Numbers as computed

```
thermal energy kT = 0.0250 eV; relative permittivity = 12
n_i = 1.0e-12, N_A = 2.0e-07, N_D = 5.0e-08 A^-3
p layer 3000 A, n layer 4000 A, grid 10 A
diffusion length = 5000 A
wire of 1000 A; energy step 0.1 eV; F drop 0 or 0.02 eV
flux, step only, equal F = -6.1e-16 A^-4 (grid error)
flux, F drop only = 1.1013e-10 A^-4
flux, step and F drop = 4.7237e-12 A^-4
F drop recovered from flux, with step = 0.02000 eV
V_bi from formula = 0.57565 eV
potential rise from Poisson solution = 0.57565 eV
largest variation of F_n or F_p = 7.5e-14 eV
peak electron drift flux = 8.7453e-11 A^-4
diffusion flux at same place = -8.7441e-11 A^-4
like terminals, doping 2.0e-06 and 2.0e-06 A^-3:
  steps = -0.66787, 0.57565, 0.09222 eV
  sum of steps = 0.00000 eV (magnitude)
unlike terminals, doping 2.0e-06 and 5.0e-07 A^-3:
  steps = -0.66787, 0.57565, 0.05756 eV
  sum of steps = 0.03466 eV (magnitude)
photogeneration/D under light = 1.0e-18 A^-5
meter conductance/D = 1.0e-16 A^-4 eV^-1:
  dark reading magnitude = 1.1e-12 eV
  reading under light = 0.30514 eV
meter conductance/D = 1.0e-15 A^-4 eV^-1:
  dark reading magnitude = 2.4e-14 eV
  reading under light = 0.30273 eV
dark junction flux at V = -V_bi: 1.435e-17 A^-4
flux the second meter would need: -5.756e-16 A^-4
power per area under light, divided by D, second meter:
  supplied by light = 2.07567e-15 eV A^-4
  transport dissipation = 1.26389e-15 eV A^-4
  recombination = 7.20138e-16 eV A^-4
  meter = 9.16436e-17 eV A^-4
electrostatic rise under light = 0.27292 eV
V_bi minus reading = 0.27292 eV
```
